# Negative permittivity of a ferroelectric layer from moving stripe domain walls

## Result

A ferroelectric layer of thickness $t$ contains stripes polarized alternately along $+z$ and $-z$, the layer normal. At zero charge each stripe has width $w$. Linear dielectric spacers of thickness $d$ separate the two faces of the layer from metal electrodes. If the walls are free to move but stay straight, the layer responds to a small charge with the effective relative permittivity

$$
\boxed{\;\varepsilon_f=\varepsilon_z-\frac{\pi G}{4\ln2}\,\frac{t}{w},\qquad G=\varepsilon_d+\sqrt{\varepsilon_x\varepsilon_z}\;}
$$

Here $\varepsilon_z$ and $\varepsilon_x$ are the permittivities of the ferroelectric at fixed spontaneous polarization, normal to the layer and across the stripes, and $\varepsilon_d$ is that of the spacers. The result holds to leading order for

$$
w\ll t\sqrt{\varepsilon_x/\varepsilon_z},\qquad w\ll d .
$$

In this regime the second term dominates, so $\varepsilon_f$ is negative and its magnitude scales as $t/w$ at fixed material parameters. The second condition keeps the electrodes out of reach of the stray field. It is sufficient but not always necessary: the electrodes enter only through $\varepsilon_d[\coth(\pi d/w)-1]$, which must be small compared with $G$. For spacers with $\varepsilon_d\gtrsim\sqrt{\varepsilon_x\varepsilon_z}$ this needs electrodes beyond the stray field; for $\varepsilon_d\ll\sqrt{\varepsilon_x\varepsilon_z}$ the weaker condition $d\gg w\varepsilon_d/G$ is enough.

## Model and definition of the layer permittivity

The spontaneous polarization is $\pm P_0$. The walls are abrupt, vertical, rigid and unpinned. SI units are used. Let $D$ be the free charge per area on the lower electrode, which equals the laterally averaged displacement along $+z$. Let $V_f$ be the laterally averaged potential of the lower face of the layer minus that of the upper face. The effective permittivity is defined by

$$
\varepsilon_f=\frac{Dt}{\varepsilon_0V_f}. \tag{1}
$$

It describes the whole layer, not a point in it.

Under charge, the up-stripes widen to $w(1+m)$ and the down-stripes shrink to $w(1-m)$. The period stays $2w$, each wall moves by $mw/2$, and the mean spontaneous polarization is

$$
P_0\,\frac{(1+m)-(1-m)}{2}=mP_0 .
$$

The mean field in the layer is $V_f/t$, so

$$
D=mP_0+\varepsilon_0\varepsilon_z\frac{V_f}{t}. \tag{2}
$$

## The stray field

The upper face carries bound charge $+P_0$ over up-stripes and $-P_0$ over down-stripes; the lower face carries the opposite. Put $x=0$ at the centre of an up-stripe, with a wall at $x_w=w(1+m)/2$. The charge is $-P_0$ everywhere plus $2P_0$ for $|x|<x_w$. The constant has no harmonics, so with $k_n=n\pi/w$ the cosine coefficients are

$$
\sigma_n=\frac1w\int_{-x_w}^{x_w}2P_0\cos(k_nx)\,dx
=\frac{4P_0}{n\pi}\sin\frac{n\pi(1+m)}2 . \tag{3}
$$

Take $z=0$ at mid-layer. Inside the layer, $\varepsilon_x\partial_x^2\phi+\varepsilon_z\partial_z^2\phi=0$. The charges on the two faces are opposite, so the potential is odd in $z$:

$$
\phi_n=A_n\frac{\sinh\kappa_nz}{\sinh(\kappa_nt/2)}\cos k_nx,\qquad
\kappa_n=k_n\sqrt{\varepsilon_x/\varepsilon_z}.
$$

In the upper spacer the harmonic must vanish on the metal:

$$
\phi_n=A_n\frac{\sinh[k_n(t/2+d-z)]}{\sinh(k_nd)}\cos k_nx .
$$

Just outside the face the amplitude of $E_z$ is $A_nk_n\coth(k_nd)$. Just inside it is $-A_n\kappa_n\coth(\kappa_nt/2)$. The jump of $\varepsilon_0\varepsilon E_z$ equals $\sigma_n$, and $\varepsilon_z\kappa_n=k_n\sqrt{\varepsilon_x\varepsilon_z}$. Therefore

$$
A_n=\frac{\sigma_n}{\varepsilon_0k_nG_n},\quad
G_n=\varepsilon_d\coth(k_nd)+\sqrt{\varepsilon_x\varepsilon_z}\,\coth\frac{\kappa_nt}2 . \tag{4}
$$

When both stated conditions hold, the hyperbolic cotangents tend to one and $G_n\to G$. The two faces then no longer feel each other or the electrodes. The corrections are exponentially small, since $\coth y-1\approx2e^{-2y}$ for large $y$.

## Energy and equilibrium of the walls

At fixed free charge the source does no work, and the energy to be minimized is $\frac12\int\varepsilon_0\varepsilon E^2$. This contains the field energy and the energy stored in the linear induced polarization. The mean field and the harmonics do not mix on lateral averaging. The mean field in the spacers depends on $D$ but not on $m$, so it can be dropped here. Per area,

$$
F=\frac{t(D-mP_0)^2}{2\varepsilon_0\varepsilon_z}+U(m). \tag{5}
$$

The stray energy is half the bound charge times its potential. Averaging $\cos^2$ gives another half, and there are two faces:

$$
U=2\sum_n\frac14\sigma_nA_n=\sum_n\frac{\sigma_n^2}{2\varepsilon_0k_nG_n}. \tag{6}
$$

Setting $dF/dm=0$ gives

$$
-P_0\frac{t(D-mP_0)}{\varepsilon_0\varepsilon_z}+U'(m)=0 .
$$

By (2), the factor multiplying $-P_0$ is $V_f$. Hence

$$
V_f=\frac{U'(m)}{P_0}. \tag{7}
$$

The derivative follows from (3), since $\sigma_n'=2P_0\cos[n\pi(1+m)/2]$. With $2\sin a\cos a=\sin2a$,

$$
V_f=\frac1{P_0}\sum_n\frac{\sigma_n\sigma_n'}{\varepsilon_0k_nG_n}
=\frac{4P_0w}{\pi^2\varepsilon_0}\sum_{n=1}^{\infty}
\frac{\sin[n\pi(1+m)]}{n^2G_n}. \tag{8}
$$

This has a direct mechanical meaning. Moving a wall reverses the polarization in a thin vertical strip, so the force on the wall is proportional to the potential drop along it. The stray part of that drop is

$$
-2\sum_nA_n\cos(k_nx_w)
=-\frac{4P_0w}{\pi^2\varepsilon_0}\sum_n\frac{\sin[n\pi(1+m)]}{n^2G_n}=-V_f .
$$

At equilibrium the mean drop and the stray drop cancel at the wall. The local drop there is zero although the laterally averaged drop is not.

## Summing the harmonics

Set $G_n=G$ and call the remaining sum $S(m)=\sum_n\sin[n\pi(1+m)]/n^2$. At $m=0$ every term vanishes. Its derivative is

$$
S'(m)=\pi\sum_n\frac{\cos[n\pi(1+m)]}{n}.
$$

For $0<\theta<2\pi$, the real part of $-\ln(1-e^{i\theta})=\sum e^{in\theta}/n$ gives

$$
\sum_n\frac{\cos n\theta}{n}=-\ln|1-e^{i\theta}|=-\ln\left(2\sin\frac\theta2\right).
$$

With $\theta=\pi(1+m)$, $\sin(\theta/2)=\cos(\pi m/2)$. Integration from zero yields

$$
V_f=-\frac{4P_0w}{\pi\varepsilon_0G}\int_0^m
\ln\left(2\cos\frac{\pi u}{2}\right)du . \tag{9}
$$

For small $m$ the logarithm is $\ln2$, so

$$
V_f\simeq-\frac{4\ln2}{\pi}\frac{P_0w}{\varepsilon_0G}\,m . \tag{10}
$$

Substituting (2) into (1) separates the two contributions:

$$
\varepsilon_f=\varepsilon_z+\frac{mP_0t}{\varepsilon_0V_f}
=\varepsilon_z-\frac{\pi G}{4\ln2}\frac tw .
$$

$P_0$ cancels: a larger polarization needs less wall motion for a given charge but produces a stronger stray field. The scaling also has a simple origin. The stray energy occupies a depth of order $w$ at each face, so it produces a voltage proportional to $w$. That voltage is divided over the full thickness $t$ when a layer permittivity is assigned.

The negative sign comes from (10), and (2) shows what it means. Because $V_f$ is negative, $mP_0$ exceeds $D$: the walls move far enough to overcompensate the free charge, and the mean field opposes the displacement.

A two-dimensional numerical solution of the Poisson equation, with the equilibrium charge for a given wall position found from energy differences, gives an independent comparison. It used $\varepsilon_z=2$, $\varepsilon_x=3$, $\varepsilon_d=4$, $d=w$ and 48 cells across $w$. For $t/w=2$ and $4$ it gave $\varepsilon_f=-12.70$ and $-27.39$, against $-12.62$ and $-27.23$ from the boxed formula. The differences are below 1% of the formula values.

## Larger displacements

The integrand in (9) is positive until $2\cos(\pi m/2)=1$, which occurs at $m=2/3$, and negative afterwards. At $m=1$ the sum $S$ is zero again. The integral therefore rises from zero and falls back to zero, so $V_f<0$ throughout $0<m<1$.

The differential permittivity is different. Differentiating (2) and (9) gives

$$
\frac{t}{\varepsilon_0}\frac{dD}{dV_f}
=\varepsilon_z-\frac{\pi Gt}{4w\ln[2\cos(\pi m/2)]}.
$$

Its wall contribution is negative below $m=2/3$ and positive above. The numerical solution with $t/w=2$ placed the most negative layer voltage at $m=0.667$, on a grid whose steps in $m$ were $1/24$. Close to $m=1$ the down-stripe becomes as narrow as a real wall, and the abrupt-wall model fails.

## Why the spacer thickness matters

Suppose instead that $d\ll w$ and $d\ll w\varepsilon_d/\sqrt{\varepsilon_x\varepsilon_z}$, while the stripes remain narrow compared with $t$. For the leading harmonics $\coth(k_nd)\simeq1/(k_nd)$, so $G_n\simeq\varepsilon_dw/(n\pi d)$. Equation (8) becomes

$$
V_f\simeq\frac{4P_0d}{\pi\varepsilon_0\varepsilon_d}
\sum_n\frac{\sin[n\pi(1+m)]}{n}.
$$

For $0<\theta<2\pi$, $\sum\sin(n\theta)/n=(\pi-\theta)/2$, which here equals $-\pi m/2$. Thus

$$
V_f\simeq-\frac{2P_0d}{\varepsilon_0\varepsilon_d}m,\qquad
\varepsilon_f\simeq\varepsilon_z-\frac{\varepsilon_dt}{2d}.
$$

The stripe width has disappeared. Nearby electrodes screen each stripe separately, and the spacer thickness replaces $w$ as the length that sets the voltage. The $t/w$ law therefore fails when both inequalities on $d$ hold. If only $d\ll w$ holds, with $d\gg w\varepsilon_d/\sqrt{\varepsilon_x\varepsilon_z}$, the spacer term in $G_n$ stays small and the law survives approximately. The thin-spacer form is a leading-order result for $\varepsilon_f$ only: in the terminal capacitance $t/\varepsilon_f$ nearly cancels $2d/\varepsilon_d$, and the remainder is set by the terms dropped here.

## Does the period have to be fixed?

Let $\gamma$ be the wall energy per wall area. There is one wall of height $t$ in each lateral distance $w$, so the wall energy per layer area is $\gamma t/w$. In the narrow-stripe limit $U=w\,u(m)$, and $u'(0)=0$ because up and down are equivalent. Minimizing $\gamma t/w+wu(m)$ over $w$ gives the energy $2\sqrt{\gamma t\,u(m)}$. Its curvature at $m=0$ is

$$
\sqrt{\frac{\gamma t}{u(0)}}\;u''(0)=w_0u''(0),
$$

where $w_0=\sqrt{\gamma t/u(0)}$ is the equilibrium width. This is the fixed-period curvature, so period relaxation does not change the small-charge result.

It does change a comparison between layers. From (3) and (6), using $\sum_{n\,\mathrm{odd}}n^{-3}=7\zeta(3)/8$,

$$
u(0)=\frac{7\zeta(3)P_0^2}{\pi^3\varepsilon_0G},\qquad
w_0^2=\frac{\pi^3\varepsilon_0G\gamma t}{7\zeta(3)P_0^2}.
$$

If the width follows this law, $t/w_0$ grows as $\sqrt t$. The magnitude is linear in $t$ when $w$ is held fixed.

## Stability of the complete capacitor

A negative layer permittivity does not imply a negative capacitance at the terminals. Define

$$
a=\frac t{\varepsilon_z},\qquad b=\frac{2d}{\varepsilon_d},\qquad
c=\frac{4\ln2}{\pi}\frac wG .
$$

At fixed charge, (5) has curvature $P_0^2(a-c)/\varepsilon_0$ in $m$ at $m=0$. At fixed voltage the charge also adjusts. Its mean-field energy at zero voltage is the minimum over $D$ of $[a(D-mP_0)^2+bD^2]/(2\varepsilon_0)$. The minimum lies at $D=amP_0/(a+b)$ and leaves the curvature

$$
\frac{P_0^2}{\varepsilon_0}\left(\frac{ab}{a+b}-c\right).
$$

A nonzero voltage adds a term linear in $m$ and leaves the curvature unchanged. Since $G$ exceeds both $\varepsilon_d$ and $\sqrt{\varepsilon_x\varepsilon_z}$, the two narrow-stripe conditions make $c/a$ and $c/b$ small. Both curvatures are then positive, so the state is stable against this uniform wall displacement.

The capacitance per area $C$ obeys $\varepsilon_0/C=b+t/\varepsilon_f$. This is positive but smaller than $b$. The complete capacitor therefore has a larger capacitance than its two spacers alone.

## Worked example

Take $P_0=10\ \mu\mathrm{C/cm^2}$, $\varepsilon_z=\varepsilon_x=30$, $\varepsilon_d=300$, $t=20$ nm, $w=4$ nm and $d=10$ nm. Then $G=300+30=330$, $t/w=5$, and

$$
\varepsilon_f=30-1.1331\times330\times5\simeq-1840 .
$$

Apply $D=2\ \mu\mathrm{C/cm^2}$. Solving (2) and (8) together gives $m=0.203$, so each wall moves $0.203\times4/2=0.41$ nm. The spontaneous part $mP_0=2.03\ \mu\mathrm{C/cm^2}$ slightly exceeds $D$, as overcompensation requires. The mean layer field is $-0.012$ MV/cm, which gives $V_f=-24$ mV. The spacers together drop 151 mV, leaving 127 mV across the capacitor. At this charge $\varepsilon_f$ is about $-1890$, some 3% larger in magnitude than its small-charge value.

The small-charge capacitance rises from $13.3\ \mu\mathrm{C/(V\,cm^2)}$ for the spacers alone to $15.9\ \mu\mathrm{C/(V\,cm^2)}$, a factor of about 1.2. The layer permittivity is large in magnitude, so its negative voltage, and hence the gain, is modest. The full set of values is in the numerical output.

## Relation to real hafnia layers

The parameters are rough values for ferroelectric hafnia between spacers resembling strontium titanate; the spacer value is bulk-like, and thin films can lie well below it. The polarization is at the low end: it resembles a remanence averaged over a film, while calculated values inside a single hafnia domain are near 50 µC/cm². The stray fields scale with $P_0$, so at that value they would be five times those quoted below: 1.7 MV/cm at a face, above the rough coercive field, and 3.6 MV/cm at a wall edge, above the rough breakdown field. The linear description of the spacers would also fail. The assumption most at risk is free wall motion. With frozen walls the same charge produces a layer field of $+0.75$ MV/cm, below a rough coercive field of 1 MV/cm. If wall motion needs that coercive field, the walls stay put and the permittivity is $+30$, not $-1840$. More generally, a wall stops when the local drop along it has fallen to the pinning field times $t$, so $V_f$ lies above the value (8) by that amount. Since (8) gives about $-24$ mV here, the negative sign survives at this charge only if the pinning field is below about 0.012 MV/cm. The calculated wall shift is also comparable to a lattice spacing, so continuous motion is an idealization.

The 4 nm width is imposed. For a rough wall energy of 20 mJ/m² the narrow-stripe law gives a width near 21 nm, which is outside its own range. At these thicknesses the electrodes screen such wide stripes, and the total energy is lower still for much wider ones, so 21 nm is not the width of lowest energy. Equilibrium at 4 nm would require about 0.7 mJ/m². The example thus needs a stripe period set by some other cause, together with mobile walls.

The linear media are a further approximation. In the narrow limit the normal component of the stray displacement in the spacer at a face is $P_0\varepsilon_d/G=9.1\ \mu\mathrm{C/cm^2}$. For the rough law $E=D/(\varepsilon_0\varepsilon_d)+\beta D^3$, with $\beta=8\times10^9\ \mathrm{V\,m^5/C^3}$, this lowers the secant permittivity to 255 and the tangent value to 196. Using these throughout the spacer, with $w$ fixed, gives $\varepsilon_f\approx-1590$ and $-1250$. These are estimates of sensitivity, not bounds. They omit the lateral component, which dominates near a wall: the 0.72 MV/cm quoted below corresponds to 19 µC/cm² in a linear spacer, and the same law gives secant and tangent values of about 214 and 136 at that field.

The ferroelectric is treated as linear too. The depolarizing field at a face is 0.34 MV/cm and reduces the local polarization by about 9%; the model includes this linear response through $\varepsilon_z$, but no nonlinear part. Spreading the wall linearly over 0.5 nm changes $\varepsilon_f$ by about 0.5%; the lateral stray field where the wall meets a face is then 0.72 MV/cm, below a rough breakdown field of 3 MV/cm for hafnia. The same lateral field acts in the adjoining spacer, whose breakdown field may be lower. The stray potential at a stripe centre is 51 mV, about twice the thermal voltage at 300 K. Mobile carriers, if sufficiently dense, could screen it; that effect is not included.

## Numbers as computed

```
Grid eps_f, t/w=2: -12.703
Formula eps_f, t/w=2: -12.616
Grid eps_f, t/w=4: -27.391
Formula eps_f, t/w=4: -27.231
Grid slope with t/w: -7.344; formula: -7.308
Grid turning point m: 0.667
P0: 10.0 uC/cm2; applied D: 2.0 uC/cm2
t: 20.0 nm; w: 4.0 nm; each spacer d: 10.0 nm
eps_z: 30; eps_x: 30; eps_d: 300
t/w: 5.00; G: 330.0
Coefficient pi/(4 ln 2): 1.1331
Wall part of eps_f: -1869.6
Small-charge eps_f: -1839.6
Mean polarization fraction m: 0.2032
Displacement of each wall: 0.406 nm
Mean layer field: -0.01197 MV/cm
Layer voltage: -23.94 mV
Spacer voltage, both: 150.59 mV
Total voltage: 126.65 mV
Finite-charge eps_f: -1887.0
Spacer capacitance: 13.28 uF/cm2
Total small-charge capacitance: 15.87 uF/cm2
Capacitance ratio: 1.195
Rough coercive field: 1.0 MV/cm
Layer field if walls are frozen: 0.753 MV/cm
Rough breakdown field: 3.0 MV/cm
Face depolarizing field: 0.342 MV/cm
Stray field at a wall edge: 0.723 MV/cm
Face polarization reduction: 8.8 %
Rough spacer nonlinearity: 8e+09 V m5/C3
Local spacer displacement: 9.09 uC/cm2
Spacer secant permittivity: 255.2
Spacer tangent permittivity: 196.5
eps_f with secant spacer value: -1585.7
eps_f with tangent spacer value: -1253.1
Rough wall energy: 20.0 mJ/m2
Narrow-limit equilibrium width: 20.75 nm
Wall energy needed for chosen w: 0.743 mJ/m2
Rough wall width: 0.5 nm
eps_f with finite wall width: -1848.3
Stray potential at stripe centre: 50.82 mV
Temperature: 300 K
Thermal voltage: 25.85 mV
```
